**Minimum trapped charge at a ferroelectric hafnia/silica interface**

The program examines the bound $N_{\min}=(D_F-\varepsilon_IE_{\max})/q$, where $D_F$ is the hafnia displacement, $\varepsilon_I$ the silica permittivity, $E_{\max}$ the silica field limit and $q$ the elementary charge. It asserts that both ends of the allowed density range agree with root finding on the fields of bound and free charge sheets in vacuum. A finite-volume Poisson solution tests the voltage relation, including traps spread through part of the hafnia. Further assertions compare the triangular-well level with diagonalization, the attempt rate and tunnelling exponent with quadrature, and the random local field with sampling. For 20 uC/cm2 and 10 MV/cm the output gives a minimum of $1.03\times10^{14}$ electrons per cm2, with 17.3% of the displacement reaching silicon. The rms local field halfway through the silica is 2.16 MV/cm from the formula and 2.18 MV/cm from sampling. The material parameters are rough typical values, and the supply time of a few nanoseconds is an order-of-magnitude estimate that leaves out trap capture.

## Program and output

```python
# Result under test: a hafnia/silica interface with hafnia displacement D_F
# and silica field limit E_max needs at least N = (D_F - eps_I*E_max)/q
# trapped electrons per area.  x runs from gate to silicon.
# Symbols: F = hafnia, I = silica, Ps = spontaneous polarization,
# s = q*N = magnitude of trapped charge, V = drop over both insulators.
# Working units: MV/cm, uC/cm2, nm, V, eV.  1 MV/cm = 0.1 V/nm.
import numpy as np
from scipy import constants as c
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros

e0 = c.epsilon_0 * 1e10            # uC/cm2 per MV/cm
per_cm2 = 1e-6 / c.e               # electrons/cm2 per uC/cm2
D_F, E_max = 20.0, 10.0
k_F, k_I, k_Si = 30.0, 3.9, 11.7
t_F, t_I = 10.0, 1.0
Ps, E_coercive = 18.0, 1.0
eF, eI = e0 * k_F, e0 * k_I

# Derived bounds
D_max = eI * E_max
s_min, s_high = D_F - D_max, D_F + D_max
N_min, N_high = s_min * per_cm2, s_high * per_cm2


def sheet_fields(gate_charge, trapped_charge):
    """Fields from all bound and free charge sheets acting in vacuum."""
    silicon_charge = -gate_charge - trapped_charge

    def residual(fields):
        E_F, E_I = fields
        P_F = Ps + e0 * (k_F - 1) * E_F
        P_I = e0 * (k_I - 1) * E_I
        left = gate_charge - P_F
        middle = P_F - P_I + trapped_charge
        right = P_I + silicon_charge
        return np.array([E_F - (left - middle - right) / (2 * e0),
                         E_I - (left + middle - right) / (2 * e0)])

    r0 = residual((0.0, 0.0))
    matrix = np.column_stack([residual((1.0, 0.0)) - r0,
                              residual((0.0, 1.0)) - r0])
    return np.linalg.solve(matrix, -r0)


# Gate charge equals D_F, since the metal interior has no field.
root_low = brentq(lambda s: sheet_fields(D_F, -s)[1] - E_max, 0, 40)
root_high = brentq(lambda s: sheet_fields(D_F, -s)[1] + E_max, 0, 40)
assert abs(root_low - s_min) < 1e-8
assert abs(root_high - s_high) < 1e-8
assert 0.9e14 < N_min < 1.1e14
E_F, E_I = sheet_fields(D_F, -s_min)
E_untrapped = sheet_fields(D_F, 0.0)[1]
assert abs(E_untrapped - D_F / eI) < 1e-8
V_F, V_I = 0.1 * E_F * t_F, 0.1 * E_I * t_I
V_write = V_F + V_I


def poisson_fields(V, s, width=0.0, h=0.02):
    """Finite-volume potential; returns fields at gate and at silicon."""
    n_F, n_I = round(t_F / h), round(t_I / h)
    n = n_F + n_I
    eps = np.r_[np.full(n_F, eF), np.full(n_I, eI)]
    pol = np.r_[np.full(n_F, Ps), np.zeros(n_I)]
    charge = np.zeros(n + 1)
    n_w = round(width / h)
    if n_w == 0:
        charge[n_F] = -s
    else:
        weights = np.ones(n_w + 1)
        weights[[0, -1]] = 0.5
        charge[n_F - n_w:n_F + 1] = -s * weights / weights.sum()
    g = 10 * eps / h
    A = np.diag(g[:-1] + g[1:])
    A -= np.diag(g[1:-1], 1) + np.diag(g[1:-1], -1)
    b = charge[1:-1] - np.diff(pol)
    b[0] += g[0] * V
    phi = np.r_[V, np.linalg.solve(A, b), 0.0]
    field = -10 * np.diff(phi) / h
    return field[0], field[-1]


def silica_field(V, s, width=0.0):
    """Closed form from the voltage relation."""
    K = 0.1 * (t_F / eF + t_I / eI)
    D_I = (V + 0.1 * (t_F * (Ps - s) + s * width / 2) / eF) / K
    return D_I / eI


trap_width = 1.0
for V, s, w in [(V_write, s_min, 0), (V_write, s_min, trap_width),
                (0.0, s_min, 0), (0.0, 0.0, 0), (1.0, 7.0, 2.0)]:
    assert abs(poisson_fields(V, s, w)[1] - silica_field(V, s, w)) < 1e-6
assert abs(poisson_fields(V_write, s_min)[1] - E_max) < 1e-6
E_I_spread = silica_field(V_write, s_min, trap_width)
E_F_kept, E_I_kept = poisson_fields(0.0, s_min)
E_F_none, E_I_none = poisson_fields(0.0, 0.0)
assert abs(E_F_kept) < E_coercive < abs(E_F_none)
field_per_volt = silica_field(1.0, s_min) - silica_field(0.0, s_min)

# Electron level in silicon: triangular well with half the surface field
hb2_2m0 = c.hbar**2 / (2 * c.m_e) / c.e * 1e18      # eV nm2
m_z, m_ox, barrier = 0.92, 0.40, 3.1
F_surface = D_max / (e0 * k_Si)
F_well = 0.5 * F_surface * 0.1                      # V/nm
C_z = hb2_2m0 / m_z
level = -ai_zeros(1)[0][0] * (C_z * F_well**2) ** (1 / 3)
dx = 0.005
x = dx * np.arange(1, 2001)
level_num = eigh_tridiagonal(2 * C_z / dx**2 + F_well * x,
                             np.full(len(x) - 1, -C_z / dx**2),
                             select='i', select_range=(0, 0))[0][0]
assert abs(level_num / level - 1) < 1e-3            # grid error
mass = m_z * c.m_e
attempt = (c.e * F_well * 1e9) / (2 * np.sqrt(2 * mass * level * c.e))
# Bounce time with x = x_turn*(1-u^2), which removes the end singularity
x_turn = level / F_well * 1e-9


def time_density(u):
    position = x_turn * (1 - u * u)
    kinetic = c.e * (level - F_well * 1e9 * position)
    return 2 * x_turn * 2 * u / np.sqrt(2 * kinetic / mass)


bounce = quad(time_density, 1e-6, 1)[0]
assert abs(bounce * attempt - 1) < 1e-4             # cut at u = 1e-6

# Tunnelling through silica
C_ox = hb2_2m0 / m_ox
F_ox = 0.1 * E_max


def exponent(height):
    return 4 / (3 * np.sqrt(C_ox) * F_ox) * (
        height**1.5 - (height - F_ox * t_I)**1.5)


for height in (barrier, barrier - level):
    direct = 2 * quad(lambda z: np.sqrt((height - F_ox * z) / C_ox),
                      0, t_I)[0]
    assert abs(direct - exponent(height)) < 1e-8
N_s = D_max * per_cm2
T_edge = np.exp(-exponent(barrier))
T_level = np.exp(-exponent(barrier - level))
time_edge = N_min / (N_s * attempt * T_edge)
time_level = N_min / (N_s * attempt * T_level)

# Random local fields, halfway through the silica
z_mid = t_I / 2
N_nm = N_min * 1e-14
k_av = (k_F + k_I) / 2
coulomb = c.e / (4 * np.pi * c.epsilon_0 * k_av) * 1e9   # V nm
rms = 10 * coulomb * np.sqrt(np.pi * N_nm / 2) / z_mid
rng = np.random.default_rng(7)
radius, samples = 10.0, []
for _ in range(6000):
    count = rng.poisson(N_nm * np.pi * radius**2)
    r2 = radius**2 * rng.random(count)
    samples.append(10 * coulomb * np.sum(z_mid / (r2 + z_mid**2)**1.5))
rms_sampled = np.std(samples)
assert abs(rms_sampled / rms - 1) < 0.05            # sampling error

# Other sizes
E_alt = 15.0
s_alt = brentq(lambda s: sheet_fields(D_F, -s)[1] - E_alt, 0, 40)
N_alt = (D_F - eI * E_alt) * per_cm2
assert abs(s_alt * per_cm2 / N_alt - 1) < 1e-8
N_if_polarization = (D_F + eF * E_F - D_max) * per_cm2
a_hf = 0.51
site_density = 2 / a_hf**2 * 1e14


def show(label, value, unit, fmt='.3f'):
    print(f'{label}: {value:{fmt}} {unit}'.rstrip())


show('Hafnia displacement', D_F, 'uC/cm2', '.1f')
show('Silica field limit', E_max, 'MV/cm', '.1f')
show('Relative permittivity, silica', k_I, '', '.1f')
show('Relative permittivity, hafnia background', k_F, '', '.1f')
show('Relative permittivity, silicon', k_Si, '', '.1f')
show('Hafnia thickness', t_F, 'nm', '.1f')
show('Silica thickness', t_I, 'nm', '.1f')
show('Spontaneous polarization', Ps, 'uC/cm2', '.1f')
show('Rough coercive field', E_coercive, 'MV/cm', '.1f')
show('Largest silica displacement', D_max, 'uC/cm2')
show('Minimum trapped charge magnitude', s_min, 'uC/cm2')
show('Minimum trapped electron density', N_min, 'cm^-2', '.3e')
show('Upper end of allowed density', N_high, 'cm^-2', '.3e')
show('Minimum change between mirror states', 2 * N_min, 'cm^-2', '.3e')
show('Share of displacement reaching silicon', 100 * D_max / D_F, '%', '.1f')
show('Silica field at same D_F without traps', E_untrapped, 'MV/cm', '.1f')
show('Density change per MV/cm of limit', -eI * per_cm2, 'cm^-2', '.3e')
show('Alternative silica limit', E_alt, 'MV/cm', '.1f')
show('Minimum density at that limit', N_alt, 'cm^-2', '.3e')
show('Hafnia field in example', E_F, 'MV/cm')
show('Density if 20 uC/cm2 is polarization', N_if_polarization, 'cm^-2', '.3e')
show('Voltage over hafnia', V_F, 'V')
show('Voltage over silica', V_I, 'V')
show('Voltage over both insulators', V_write, 'V')
show('Trap layer width in hafnia', trap_width, 'nm', '.1f')
show('Silica field with that layer, same V', E_I_spread, 'MV/cm', '.2f')
show('V=0, traps kept: silica field', E_I_kept, 'MV/cm', '.2f')
show('V=0, traps kept: hafnia field', E_F_kept, 'MV/cm', '.2f')
show('V=0, no traps, full Ps: silica field', E_I_none, 'MV/cm', '.2f')
show('V=0, no traps, full Ps: hafnia field', E_F_none, 'MV/cm', '.2f')
show('Silica field change per volt', field_per_volt, 'MV/cm per V', '.2f')
show('Electron density in silicon', N_s, 'cm^-2', '.3e')
show('Silicon surface field', F_surface, 'MV/cm', '.2f')
show('Normal mass in silicon', m_z, 'm_e', '.2f')
show('Tunnelling mass in silica', m_ox, 'm_e', '.2f')
show('Barrier from silicon band edge', barrier, 'eV', '.2f')
show('Lowest level above silicon band edge', level, 'eV')
show('Attempt rate', attempt, 's^-1', '.2e')
show('WKB exponent from band edge', exponent(barrier), '', '.2f')
show('WKB exponent from lowest level', exponent(barrier - level), '', '.2f')
show('Transmission from band edge', T_edge, '', '.2e')
show('Transmission from lowest level', T_level, '', '.2e')
show('Supply time, band-edge barrier', time_edge * 1e9, 'ns', '.2f')
show('Supply time, lowest-level barrier', time_level * 1e9, 'ns', '.2f')
show('Distance for local-field estimate', z_mid, 'nm', '.2f')
show('Random local field, rms formula', rms, 'MV/cm', '.2f')
show('Random local field, rms sampled', rms_sampled, 'MV/cm', '.2f')
show('Mean trap spacing N^-1/2', N_nm**-0.5, 'nm', '.2f')
show('Rough hafnia lattice parameter', a_hf, 'nm', '.2f')
show('Hafnium sites on a cube face', site_density, 'cm^-2', '.2e')
show('Trapped electrons per hafnium site', N_min / site_density, '', '.3f')
print('PASS')
```

It prints:

```
Hafnia displacement: 20.0 uC/cm2
Silica field limit: 10.0 MV/cm
Relative permittivity, silica: 3.9
Relative permittivity, hafnia background: 30.0
Relative permittivity, silicon: 11.7
Hafnia thickness: 10.0 nm
Silica thickness: 1.0 nm
Spontaneous polarization: 18.0 uC/cm2
Rough coercive field: 1.0 MV/cm
Largest silica displacement: 3.453 uC/cm2
Minimum trapped charge magnitude: 16.547 uC/cm2
Minimum trapped electron density: 1.033e+14 cm^-2
Upper end of allowed density: 1.464e+14 cm^-2
Minimum change between mirror states: 2.066e+14 cm^-2
Share of displacement reaching silicon: 17.3 %
Silica field at same D_F without traps: 57.9 MV/cm
Density change per MV/cm of limit: -2.155e+12 cm^-2
Alternative silica limit: 15.0 MV/cm
Minimum density at that limit: 9.250e+13 cm^-2
Hafnia field in example: 0.753 MV/cm
Density if 20 uC/cm2 is polarization: 1.158e+14 cm^-2
Voltage over hafnia: 0.753 V
Voltage over silica: 1.000 V
Voltage over both insulators: 1.753 V
Trap layer width in hafnia: 1.0 nm
Silica field with that layer, same V: 11.35 MV/cm
V=0, traps kept: silica field: 2.38 MV/cm
V=0, traps kept: hafnia field: -0.24 MV/cm
V=0, no traps, full Ps: silica field: 29.46 MV/cm
V=0, no traps, full Ps: hafnia field: -2.95 MV/cm
Silica field change per volt: 4.35 MV/cm per V
Electron density in silicon: 2.155e+13 cm^-2
Silicon surface field: 3.33 MV/cm
Normal mass in silicon: 0.92 m_e
Tunnelling mass in silica: 0.40 m_e
Barrier from silicon band edge: 3.10 eV
Lowest level above silicon band edge: 0.245 eV
Attempt rate: 5.21e+13 s^-1
WKB exponent from band edge: 10.43
WKB exponent from lowest level: 9.93
Transmission from band edge: 2.94e-05
Transmission from lowest level: 4.89e-05
Supply time, band-edge barrier: 3.13 ns
Supply time, lowest-level barrier: 1.88 ns
Distance for local-field estimate: 0.50 nm
Random local field, rms formula: 2.16 MV/cm
Random local field, rms sampled: 2.18 MV/cm
Mean trap spacing N^-1/2: 0.98 nm
Rough hafnia lattice parameter: 0.51 nm
Hafnium sites on a cube face: 7.69e+14 cm^-2
Trapped electrons per hafnium site: 0.134
PASS
```
